# Born-Huang Equations and the Derivative Coupling Between Slater Determinants: test program

```python
"""Born-Huang equations and derivative couplings between Slater determinants.

Result under test: for real orbitals phi_p of h(R) = p^2/2m + v(x;R),
  <Phi | d/dR Phi_i^a> = <phi_i| dv/dR |phi_a> / (e_a - e_i),
where Phi_i^a has phi_a in the place of phi_i and v is the full potential
obeyed by the orbitals. With first-order couplings d, second-order couplings D
and potential matrix W, the nuclear amplitudes chi obey
  -(hbar^2/2M) [chi'' + 2 d chi' + D chi] + W chi = E chi.
Model: same-spin electrons in a 1D box with a Gaussian well centred on an ion
at R. The ion is held by a spring. Energies are in eV and lengths in angstrom.
"""
from itertools import combinations, permutations
from math import factorial
import numpy as np
from scipy import constants as sc

kin_electron = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20   # hbar^2/2m, eV A^2
box, depth, width, R0 = 10.0, 5.0, 1.0, 4.0
mass_ratio, spring, repulsion = 100.0, 20.0, 3.0
kin_ion = kin_electron / mass_ratio
n_points, n_large, n_small = 80, 30, 5
dx = box / (n_points + 1)
x = dx * np.arange(1, n_points + 1)
kernel = np.exp(-(x[:, None] - x[None, :])**2 / (2 * width**2))


def box_functions(nb):
    return np.sqrt(2 / box) * np.sin(np.pi * np.outer(x, np.arange(1, nb + 1)) / box)


def well(R):
    return -depth * np.exp(-(x - R)**2 / (2 * width**2))


def well_slope(R):
    """Derivative of the well with respect to the ion position."""
    return well(R) * (x - R) / width**2


def one_body(potential, nb):
    b = box_functions(nb)
    kinetic = kin_electron * (np.pi * np.arange(1, nb + 1) / box)**2
    return np.diag(kinetic) + dx * b.T @ (potential[:, None] * b)


def solve(potential, nb, reference=None):
    """Orbital energies and orbitals on the grid, with continuous signs."""
    energy, coeff = np.linalg.eigh(one_body(potential, nb))
    orb = box_functions(nb) @ coeff
    guide = orb[0] if reference is None else np.sum(reference * orb, axis=0)
    return energy, orb * np.where(guide < 0, -1.0, 1.0)


def force_matrix(orb, slope):
    return dx * orb.T @ (slope[:, None] * orb)


def orbital_coupling(energy, orb, slope):
    """Matrix element of the potential derivative over the energy difference."""
    gap = energy[None, :] - energy[:, None] + np.eye(len(energy))
    d = force_matrix(orb, slope) / gap
    np.fill_diagonal(d, 0.0)
    return d


def determinant(orb, labels):
    """Explicit antisymmetric wavefunction on the many-electron grid."""
    n = len(labels)
    total = 0.0
    for p in permutations(range(n)):
        term = np.array(round(np.linalg.det(np.eye(n)[list(p)])), dtype=float)
        for q in p:
            term = np.multiply.outer(term, orb[:, labels[q]])
        total = total + term
    return total / np.sqrt(factorial(n))


def differentiated_overlap(bra, ket, order, step):
    """<bra | d^order ket / dR^order> by central differences."""
    left = determinant(orbitals, bra)
    overlap = []
    for shift in (-step, 0.0, step):
        moved = solve(well(R0 + shift), n_large, orbitals)[1]
        overlap.append(dx**len(bra) * np.sum(left * determinant(moved, ket)))
    if order == 1:
        return (overlap[2] - overlap[0]) / (2 * step)
    return (overlap[2] - 2 * overlap[1] + overlap[0]) / step**2


# Couplings between determinants: explicit wavefunctions against the formula
energies, orbitals = solve(well(R0), n_large)
d_orb = orbital_coupling(energies, orbitals, well_slope(R0))
force = force_matrix(orbitals, well_slope(R0))
single_two = differentiated_overlap((0, 1), (0, 2), 1, 1e-4)
single_three = differentiated_overlap((0, 1, 2), (0, 3, 2), 1, 1e-4)
double_first = differentiated_overlap((0, 1), (2, 3), 1, 1e-4)
double_second = differentiated_overlap((0, 1), (2, 3), 2, 1e-3)
double_formula = 2 * (d_orb[0, 2] * d_orb[1, 3] - d_orb[0, 3] * d_orb[1, 2])
assert abs(single_two - d_orb[1, 2]) < 1e-6
assert abs(single_three - d_orb[1, 3]) < 1e-6
assert abs(double_first) < 1e-6
assert abs(double_second - double_formula) < 1e-4   # second-difference error
reverse = differentiated_overlap((0, 2), (0, 1), 1, 1e-4)
assert abs(reverse + single_two) < 1e-6
e_big, orb_big = solve(well(R0), 45)
d_big = orbital_coupling(e_big, orb_big, well_slope(R0))
assert abs(d_big[1, 2] - d_orb[1, 2]) < 1e-5


# Self-consistent Hartree field: induced potential from linear response
def hartree(R, reference=None):
    potential = well(R)
    for _ in range(600):
        energy, orb = solve(potential, n_large, reference)
        density = np.sum(orb[:, :2]**2, axis=1)
        new = well(R) + repulsion * dx * kernel @ density
        change = np.max(np.abs(new - potential))
        if change < 1e-11:
            break
        potential = potential + 0.3 * (new - potential)
    assert change < 1e-11
    return energy, orb


e_scf, orb_scf = hartree(R0)
response = np.zeros((n_points, n_points))
for i in range(2):
    products = orb_scf[:, i:i + 1] * orb_scf[:, 2:]
    response += 2 * (products / (e_scf[i] - e_scf[2:])) @ products.T
dielectric = np.eye(n_points) - repulsion * dx**2 * kernel @ response
screened_slope = np.linalg.solve(dielectric, well_slope(R0))
d_screened = orbital_coupling(e_scf, orb_scf, screened_slope)[1, 2]
d_bare = orbital_coupling(e_scf, orb_scf, well_slope(R0))[1, 2]
h = 1e-3
orb_change = hartree(R0 + h, orb_scf)[1] - hartree(R0 - h, orb_scf)[1]
d_scf_direct = dx * np.sum(orb_scf[:, 1] * orb_change[:, 2]) / (2 * h)
assert abs(d_scf_direct - d_screened) < 2e-5
assert abs(d_scf_direct - d_bare) > 1e-3

# Two-electron space spanned by pairs of a few fixed box functions
pairs = list(combinations(range(n_small), 2))
antisym = np.zeros((n_small**2, len(pairs)))
for k, (p, q) in enumerate(pairs):
    antisym[p * n_small + q, k] = 1 / np.sqrt(2)
    antisym[q * n_small + p, k] = -1 / np.sqrt(2)
small = box_functions(n_small)
one = np.eye(n_small)
pair_repulsion = dx**2 * np.einsum('xp,yq,xy,xr,ys->pqrs', small, small, kernel,
                                   small, small, optimize=True)
pair_repulsion = antisym.T @ pair_repulsion.reshape(n_small**2, -1) @ antisym


def pair_sum(matrix):
    return antisym.T @ (np.kron(matrix, one) + np.kron(one, matrix)) @ antisym


def pair_states(R, reference=None):
    """Orbitals, determinants in the fixed pair space, and their couplings."""
    energy, orb = solve(well(R), n_small, reference)
    c = dx * small.T @ orb
    states = antisym.T @ np.kron(c, c) @ antisym
    return orb, states, pair_sum(orbital_coupling(energy, orb, well_slope(R)))


def second_coupling(R, orb, states):
    plus = pair_states(R + h, orb)[1]
    minus = pair_states(R - h, orb)[1]
    return states.T @ (plus - 2 * states + minus) / h**2


orb_mid, states_mid, d_mid = pair_states(R0)
d_slope = (pair_states(R0 + h, orb_mid)[2] - pair_states(R0 - h, orb_mid)[2]) / (2 * h)
D_mid = second_coupling(R0, orb_mid, states_mid)
assert np.max(np.abs(D_mid - d_slope - d_mid @ d_mid)) < 1e-4

# Sinc grid for the ion
n_ion, spacing = 41, 0.07
index = np.arange(n_ion)
offset = spacing * (index - n_ion // 2)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
parity = np.where(diff % 2 == 0, 1.0, -1.0)
first = np.where(diff == 0, 0.0, parity / safe) / spacing
second = np.where(diff == 0, -np.pi**2 / 3, -2 * parity / safe**2) / spacing**2

# Harmonic ion: one-quantum displacement element
quantum = np.sqrt(2 * kin_ion * spring)
length = np.sqrt(kin_ion / quantum)
_, vib = np.linalg.eigh(-kin_ion * second + np.diag(0.5 * spring * offset**2))
assert abs(abs(vib[:, 0] @ (offset * vib[:, 1])) - length) < 1e-6
vertex = length * force[1, 2]


def local(blocks):
    """Matrix that is diagonal in the ion position."""
    size = n_ion * len(pairs)
    return np.einsum('jk,jmn->jmkn', np.eye(n_ion), blocks).reshape(size, size)


def lowest(matrix, count=4):
    values = np.linalg.eigvals(matrix)
    values = values[np.argsort(values.real)][:count]
    assert np.max(np.abs(values.imag)) < 1e-5
    return values.real


fixed_h, state_list, d_list, D_list = [], [], [], []
previous = None
for u in offset:
    R = R0 + u
    previous, states, d_pair = pair_states(R, previous)
    fixed_h.append(pair_sum(one_body(well(R), n_small))
                   + 0.5 * spring * u**2 * np.eye(len(pairs)))
    state_list.append(states)
    d_list.append(d_pair)
    D_list.append(second_coupling(R, previous, states))
fixed_h, state_list = np.array(fixed_h), np.array(state_list)
d_list, D_list = np.array(d_list), np.array(D_list)
ion_kinetic = -kin_ion * np.kron(second, np.eye(len(pairs)))
gradient_term = np.einsum('jk,jmn->jmkn', first, d_list).reshape(ion_kinetic.shape)
coupling_terms = -kin_ion * (2 * gradient_term + local(D_list))

direct, expanded = {}, {}
for strength in (0.0, repulsion):
    electronic = fixed_h + strength * pair_repulsion
    W = np.transpose(state_list, (0, 2, 1)) @ electronic @ state_list
    direct[strength] = np.linalg.eigvalsh(ion_kinetic + local(electronic))[:4]
    expanded[strength] = lowest(ion_kinetic + local(W) + coupling_terms)
    assert np.max(np.abs(direct[strength] - expanded[strength])) < 1e-5
    W_diagonal = W * np.eye(len(pairs))
    if strength == 0.0:
        assert np.max(np.abs(W - W_diagonal)) < 1e-9
        ground_curve = np.diag(W[:, 0, 0])
        bo = np.linalg.eigvalsh(-kin_ion * second + ground_curve)[0]
        diagonal = np.diag(-kin_ion * D_list[:, 0, 0])
        corrected = np.linalg.eigvalsh(-kin_ion * second + ground_curve + diagonal)[0]
        assert bo < direct[strength][0] < corrected
    else:
        truncated = lowest(ion_kinetic + local(W_diagonal) + coupling_terms)[0]
        assert abs(truncated - direct[strength][0]) > 1e-4

print("INPUT")
print(f"box length = {box:.1f} angstrom, ion at {R0:.1f} angstrom")
print(f"well depth = {depth:.1f} eV, well width = {width:.1f} angstrom")
print(f"ion mass = {mass_ratio:.0f} electron masses")
print(f"spring constant = {spring:.1f} eV/angstrom^2")
print(f"repulsion strength = {repulsion:.1f} eV, range = {width:.1f} angstrom")
print(f"box functions: large space {n_large}, small space {n_small}")
print(f"hbar^2/2m = {kin_electron:.5f} eV angstrom^2")
print("ORBITALS AND COUPLINGS, LARGE SPACE")
for k in range(4):
    print(f"orbital energy {k + 1} = {energies[k]:.6f} eV")
print(f"<2|dv/dR|3> = {force[1, 2]:.6f} eV/angstrom")
print(f"e3 - e2 = {energies[2] - energies[1]:.6f} eV")
print(f"d23, formula = {d_orb[1, 2]:.6f} 1/angstrom")
print(f"d23, formula = {d_orb[1, 2] * 1e10:.4e} 1/m")
print(f"<12|d/dR 13>, wavefunction = {single_two:.6f} 1/angstrom")
print(f"<13|d/dR 12>, wavefunction = {reverse:.6f} 1/angstrom")
print(f"d24, formula = {d_orb[1, 3]:.6f} 1/angstrom")
print(f"<123|d/dR 143>, wavefunction = {single_three:.6f} 1/angstrom")
print(f"<12|d/dR 34>, magnitude = {abs(double_first):.1e} 1/angstrom")
print(f"<12|d2/dR2 34>, wavefunction = {double_second:.5f} 1/angstrom^2")
print(f"<12|d2/dR2 34>, formula = {double_formula:.5f} 1/angstrom^2")
print("VERTEX")
print(f"spring quantum = {quantum:.5f} eV")
print(f"displacement length = {length:.5f} angstrom")
print(f"vertex g23 = {vertex:.5f} eV")
print(f"length times d23 = {length * d_orb[1, 2]:.5f} (no unit)")
print("HARTREE FIELD")
print(f"e3 - e2 = {e_scf[2] - e_scf[1]:.6f} eV")
print(f"d23, orbitals differentiated = {d_scf_direct:.5f} 1/angstrom")
print(f"d23, screened derivative = {d_screened:.5f} 1/angstrom")
print(f"d23, bare derivative = {d_bare:.5f} 1/angstrom")
print("COUPLED ELECTRON-ION LEVELS, SMALL SPACE")
for k in range(3):
    print(f"level {k + 1}, direct = {direct[0.0][k]:.5f} eV")
    print(f"level {k + 1}, Born-Huang = {expanded[0.0][k]:.5f} eV")
print(f"ground, Born-Oppenheimer = {bo:.5f} eV")
print(f"ground, with diagonal correction = {corrected:.5f} eV")
print(f"direct minus Born-Oppenheimer = {1e3 * (direct[0.0][0] - bo):.3f} meV")
print(f"corrected minus direct = {1e3 * (corrected - direct[0.0][0]):.3f} meV")
print("WITH ELECTRON REPULSION, SMALL SPACE")
print(f"ground, direct = {direct[repulsion][0]:.5f} eV")
print(f"ground, Born-Huang = {expanded[repulsion][0]:.5f} eV")
print(f"ground, off-diagonal W dropped = {truncated:.5f} eV")
print("every check passed")
```

Printed output:

```
INPUT
box length = 10.0 angstrom, ion at 4.0 angstrom
well depth = 5.0 eV, well width = 1.0 angstrom
ion mass = 100 electron masses
spring constant = 20.0 eV/angstrom^2
repulsion strength = 3.0 eV, range = 1.0 angstrom
box functions: large space 30, small space 5
hbar^2/2m = 3.80998 eV angstrom^2
ORBITALS AND COUPLINGS, LARGE SPACE
orbital energy 1 = -2.608862 eV
orbital energy 2 = 0.617434 eV
orbital energy 3 = 2.326127 eV
orbital energy 4 = 4.899284 eV
<2|dv/dR|3> = 0.198628 eV/angstrom
e3 - e2 = 1.708693 eV
d23, formula = 0.116246 1/angstrom
d23, formula = 1.1625e+09 1/m
<12|d/dR 13>, wavefunction = 0.116246 1/angstrom
<13|d/dR 12>, wavefunction = -0.116246 1/angstrom
d24, formula = 0.102532 1/angstrom
<123|d/dR 143>, wavefunction = 0.102532 1/angstrom
<12|d/dR 34>, magnitude = 1.2e-13 1/angstrom
<12|d2/dR2 34>, wavefunction = 0.05638 1/angstrom^2
<12|d2/dR2 34>, formula = 0.05638 1/angstrom^2
VERTEX
spring quantum = 1.23450 eV
displacement length = 0.17568 angstrom
vertex g23 = 0.03489 eV
length times d23 = 0.02042 (no unit)
HARTREE FIELD
e3 - e2 = 1.465053 eV
d23, orbitals differentiated = 0.05010 1/angstrom
d23, screened derivative = 0.05010 1/angstrom
d23, bare derivative = 0.08600 1/angstrom
COUPLED ELECTRON-ION LEVELS, SMALL SPACE
level 1, direct = -1.30519 eV
level 1, Born-Huang = -1.30519 eV
level 2, direct = -0.07256 eV
level 2, Born-Huang = -0.07256 eV
level 3, direct = 0.44054 eV
level 3, Born-Huang = 0.44054 eV
ground, Born-Oppenheimer = -1.30720 eV
ground, with diagonal correction = -1.30465 eV
direct minus Born-Oppenheimer = 2.011 meV
corrected minus direct = 0.540 meV
WITH ELECTRON REPULSION, SMALL SPACE
ground, direct = -0.99227 eV
ground, Born-Huang = -0.99227 eV
ground, off-diagonal W dropped = -0.95537 eV
every check passed
```
